# Slater's average energy of a configuration, derived twice and checked on p³, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting determinants

### Two s electrons

Put one electron in an orbital $u$ and another in an orthogonal orbital $v$, both real and both of s type, such as 1s and 2s. With two spin directions for each electron there are four states. Their spatial parts are

$$\Psi_\pm=\frac{u(1)v(2)\pm v(1)u(2)}{\sqrt2}.$$

The symmetric function $\Psi_+$ belongs to the singlet, which is one state. The antisymmetric function $\Psi_-$ belongs to the triplet, which is three states. In the mean value of $1/r_{12}$, the two squared products each give half of the direct integral $J$, and the two cross products each give half of the exchange integral $K$ with the sign $\pm$:

$$J=\iint\frac{u(1)^2v(2)^2}{r_{12}},\qquad K=\iint\frac{u(1)v(1)\,u(2)v(2)}{r_{12}},\qquad \langle 1/r_{12}\rangle_\pm=J\pm K.$$

The average over the four states is therefore

$$\frac{1\,(J+K)+3\,(J-K)}{4}=J-\tfrac12K.$$

The same number follows without singlets and triplets. The four Slater determinants $u{\uparrow}v{\uparrow}$, $u{\downarrow}v{\downarrow}$, $u{\uparrow}v{\downarrow}$, $u{\downarrow}v{\uparrow}$ have the mean repulsions $J-K$, $J-K$, $J$, $J$, because exchange acts between equal spins only. Their average is again $J-\frac12K$. The last two determinants are not energy eigenstates, but the average does not notice, since the sum of the diagonal elements of a matrix equals the sum of its eigenvalues. The factor $\frac12$ is the fraction of spin pairs that are parallel.

In the general case two things are added: p, d and f orbitals have directions, and two electrons may share one subshell, where the Pauli principle removes some of the pairs.

### The statement

Hartree atomic units are used. A subshell $i$ has quantum numbers $n_i,l_i$ and holds $q_i$ electrons. It contains $N_i=4l_i+2$ spin-orbitals

$$\varphi_a(x)=\frac{P_i(r)}{r}\,Y_{l_im}(\theta,\phi)\,\chi_\sigma,\qquad \int_0^\infty P_i^2\,dr=1,$$

where $x$ stands for position and spin. The real radial function $P_i$ is the same for every $m$ and $\sigma$, and all orbitals are orthonormal. The Hamiltonian consists of the kinetic energy, the attraction to a nucleus of charge $Z$, and the repulsion $1/r_{12}$ of each pair. The one-electron energy $I_i$ of a spin-orbital is then independent of $m$ and $\sigma$. With $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$, the radial integrals are

$$F^k(ij)=\iint P_i(r_1)^2P_j(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2,$$

$$G^k(ij)=\iint P_i(r_1)P_j(r_1)\,P_i(r_2)P_j(r_2)\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2,$$

and the angular weights are integrals of three Legendre polynomials,

$$w_k(l,l')=\frac12\int_{-1}^{1}P_l(x)P_k(x)P_{l'}(x)\,dx.$$

A Legendre polynomial carries an angular index ($l$, $l'$, $k$ or $L$) and depends on $x$ or on the cosine of an angle, even where the argument is not written. A radial function carries a subshell index, or none, and depends on $r$.

The average energy $E_{\rm av}$ gives equal weight to every state of the configuration. A term with quantum numbers $L,S$ thus counts $(2L+1)(2S+1)$ times. The claim is

$$E_{\rm av}=\sum_iq_iI_i+\sum_i\frac{q_i(q_i-1)}2V_{ii}+\sum_{i<j}q_iq_jV_{ij},$$

$$V_{ii}=F^0(ii)-\frac{2l_i+1}{4l_i+1}\sum_{k>0}w_k(l_i,l_i)F^k(ii),$$

$$V_{ij}=F^0(ij)-\frac12\sum_kw_k(l_i,l_j)G^k(ij).$$

For two different s subshells $w_0(0,0)=1$, and $V_{ij}=F^0-\frac12G^0$ is the result found above.

### From states to pairs

Let the configuration have $D$ states. The sum of their energies is the trace of the Hamiltonian matrix within the configuration, so $E_{\rm av}=\mathrm{tr}\,H/D$. A trace has the same value in every orthonormal basis, and determinants may be used. If a term occurs more than once, the elements that couple its copies are off the diagonal and drop out as well.

The diagonal element for a determinant is

$$E_{\rm det}=\sum_aI_a+\sum_{a<b}(J_{ab}-K_{ab}),$$

with sums over the occupied spin-orbitals and

$$J_{ab}=\iint\frac{|\varphi_a(1)|^2|\varphi_b(2)|^2}{r_{12}},\qquad K_{ab}=\iint\frac{\varphi_a^*(1)\varphi_b^*(2)\varphi_b(1)\varphi_a(2)}{r_{12}}.$$

It remains to find how often each spin-orbital and each pair occurs. A subshell with $N$ places and $q$ electrons has $\binom Nq$ fillings. If one place is required to be filled, $\binom{N-1}{q-1}$ fillings remain; if two are required, $\binom{N-2}{q-2}$ remain. The corresponding fractions are

$$\frac{\binom{N-1}{q-1}}{\binom Nq}=\frac qN,\qquad \frac{\binom{N-2}{q-2}}{\binom Nq}=\frac{q(q-1)}{N(N-1)}.$$

Different subshells are filled independently, so a pair with one member in each occurs in the fraction $qq'/(NN')$ of all determinants.

The $N$ equal one-electron energies contribute $N(q/N)I=qI$. Define the mean pair energies

$$V_{ii}=\frac1{N(N-1)}\sum_{a\neq b}(J_{ab}-K_{ab}),\qquad V_{ij}=\frac1{NN'}\sum_{a\in i}\sum_{b\in j}(J_{ab}-K_{ab}).$$

The first sum runs over ordered pairs and counts each pair twice. The repulsion within the subshell is half of it times the pair fraction, which is $\frac12q(q-1)V_{ii}$. Between subshells it is $qq'V_{ij}$. The weights are now established: they are the numbers of electron pairs. The pair energies remain to be calculated.

### Angular integrals

The repulsion is expanded in multipoles, with $\omega$ the angle between the two position vectors:

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),\qquad P_k(\cos\omega)=\frac{4\pi}{2k+1}\sum_{\mu=-k}^kY_{k\mu}(1)Y_{k\mu}^*(2).$$

The second relation is the addition theorem. Define

$$c^k(lm,l'm')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{l'm'}\,d\Omega .$$

The integral over $\phi$ allows only $\mu=m-m'$. In $J_{ab}$ each electron has the same orbital on both sides, so $\mu=0$. In $K_{ab}$ the angular integral of electron 2 is the complex conjugate of that of electron 1. Hence

$$J_{ab}=\sum_kc^k(lm,lm)\,c^k(l'm',l'm')\,F^k,\qquad K_{ab}=\delta_{\sigma\sigma'}\sum_k|c^k(lm,l'm')|^2\,G^k.$$

Within one subshell $G^k=F^k$, because the radial functions are equal.

Keep $a$ fixed and sum over all $b$ in a subshell with quantum number $l'$. For the direct part, the addition theorem at $\omega=0$ gives $\sum_{m'}|Y_{l'm'}|^2=(2l'+1)/4\pi$, a constant. The integral of $Y_{k0}$ against a constant vanishes unless $k=0$, so

$$\sum_{m'}c^k(l'm',l'm')=(2l'+1)\,\delta_{k0}.$$

Since $c^0(lm,lm)=1$ and there are two spins, $\sum_bJ_{ab}=N'F^0$.

For the exchange part the sum $\sum_{m'}|c^k(lm,l'm')|^2$ is needed. For each $m'$ a single $\mu$ contributes, so a free sum over $\mu$ may be added without changing anything. Written as a double integral, the sum over $\mu$ gives $P_k(\cos\omega)$ and the sum over $m'$ gives $(2l'+1)P_{l'}(\cos\omega)/4\pi$:

$$\sum_{m'}|c^k(lm,l'm')|^2=\frac{2l'+1}{4\pi}\iint Y_{lm}^*(1)Y_{lm}(2)\,P_k(\cos\omega)P_{l'}(\cos\omega)\,d\Omega_1d\Omega_2.$$

The product of the two polynomials is itself expanded in Legendre polynomials. Since $\int_{-1}^1P_L^2\,dx=2/(2L+1)$,

$$P_kP_{l'}=\sum_L(2L+1)\,w_k(L,l')\,P_L,\qquad P_L(\cos\omega)=\frac{4\pi}{2L+1}\sum_MY_{LM}(1)Y_{LM}^*(2).$$

Orthogonality of the spherical harmonics keeps $L=l$, $M=m$ and no other term. The factors $4\pi$ and $2L+1$ cancel, leaving

$$\sum_{m'}|c^k(lm,l'm')|^2=(2l'+1)\,w_k(l,l').$$

The right side does not depend on $m$. As a sum of squares it also shows that $w_k\ge0$. One spin direction of $b$ contributes, so $\sum_bK_{ab}=(2l'+1)\sum_kw_kG^k$.

### The pair energies

For different subshells every $a$ gives the same sum over $b$. Division by $N'=2(2l'+1)$ gives

$$V_{ij}=\frac{N'F^0-(2l'+1)\sum_kw_kG^k}{N'}=F^0-\frac12\sum_kw_kG^k.$$

Within one subshell $b=a$ is forbidden, but $J_{aa}=K_{aa}$, so the term $b=a$ adds zero and may be included. The sums over all $b$ can then be used, with $N-1$ actual partners:

$$(N-1)V_{ii}=NF^0-(2l+1)\sum_{k\ge0}w_kF^k.$$

For $k=0$ the weight is $w_0(l,l)=\frac12\int P_l^2dx=1/(2l+1)$, so this part of the exchange sum is $F^0$. It leaves $(N-1)F^0$. Division by $N-1=4l+1$ gives the stated $V_{ii}$.

The correction with $k>0$ is best called exchange-like, because part of it comes from direct integrals. Take a p subshell, where

$$w_2(1,1)=\frac12\int_{-1}^1x^2\,\frac{3x^2-1}2\,dx=\frac12\left(\frac35-\frac13\right)=\frac2{15},\qquad V=F^0-\frac35\cdot\frac2{15}F^2=F^0-\frac2{25}F^2.$$

The number $c^2(1m,1m)$ is the mean of $P_2(\cos\theta)$ in the orbital. For $m=0$ it is $3w_2(1,1)=\frac25$; the three values add to zero, so it is $-\frac15$ for $m=\pm1$. The self-terms $J_{aa}$ thus contain $\frac1{25},\frac4{25},\frac1{25}$ of $F^2$, or $\frac{12}{25}$ in all six spin-orbitals. The direct sum over all ordered pairs has no $F^2$ part. Removing the self-terms leaves $-\frac{12}{25}$, which is $-0.016$ for each of the 30 ordered pairs. The exchange sum is $6\cdot\frac25=\frac{60}{25}$; without self-terms it is $\frac{48}{25}$, which enters as $-0.064$ per pair. Together they give $-0.08$.

With real orbitals $p_x,p_y,p_z$ each self-term contains $\frac4{25}$, since the three are rotated copies of the $m=0$ orbital. The shares become $-0.032$ and $-0.048$. The split depends on the choice of orbitals; the sum does not.

### Check on p³

The formula predicts a repulsion $3V=3F^0-\frac6{25}F^2$. The individual terms can be found by hand. Two more angular coefficients are needed. With

$$Y_{11}=-\sqrt{\tfrac3{8\pi}}\sin\theta\,e^{i\phi},\quad Y_{10}=\sqrt{\tfrac3{4\pi}}\cos\theta,\quad \sqrt{\tfrac{4\pi}5}\,Y_{21}=-\sqrt{\tfrac32}\sin\theta\cos\theta\,e^{i\phi},$$

$$c^2(11,10)=\frac{3\sqrt3}{8\pi}\int\sin^2\theta\cos^2\theta\,d\Omega=\frac{3\sqrt3}{8\pi}\cdot\frac{8\pi}{15}=\frac{\sqrt3}5.$$

Its square is $\frac3{25}$. The row sum for $m=1$ is $\frac25$, so the square for $m'=-1$ is $\frac{10-1-3}{25}=\frac6{25}$.

There are $\binom63=20$ determinants. Write $m^\pm$ for an orbital with spin up or down. Each pair with different $m$ or different spin contributes one $F^0$, so every diagonal element contains $3F^0$. The $F^2$ parts, with direct terms first and exchange second, are:

- $1^+0^+(-1)^+$ has $M_S=\frac32$ and belongs to ⁴S: $\frac{-2+1-2}{25}-\frac{3+6+3}{25}=-\frac{15}{25}$.
- $1^+1^-0^+$ is the only determinant with $M_L=2$, $M_S=\frac12$ and belongs to ²D: $\frac{1-2-2}{25}-\frac3{25}=-\frac6{25}$.
- $1^+1^-(-1)^+$ gives $\frac{1+1+1}{25}-\frac6{25}=-\frac3{25}$.
- $1^+0^+0^-$ gives $\frac{-2-2+4}{25}-\frac3{25}=-\frac3{25}$.

The last two share $M_L=1$, $M_S=\frac12$. One combination of them is ²D and the other is ²P. Their energies have the sum $-\frac6{25}$, so ²P has $-\frac6{25}+\frac6{25}=0$. The degeneracies 4, 10 and 6 account for all 20 states, and

$$\frac{4(-15)+10(-6)+6(0)}{20\cdot25}=-\frac6{25}.$$

This is the predicted coefficient.

## Second derivation: the average pair density

### Symbols and results carried over

A subshell $i$ has $N_i=4l_i+2$ spin-orbitals with a common radial function $P_i(r)$ and holds $q_i$ electrons. $I_i$ is the one-electron energy, $F^k$ and $G^k$ are the direct and exchange radial integrals, and $w_k(l,l')=\frac12\int_{-1}^1P_lP_kP_{l'}dx$. The first half found the repulsion $\frac12q_i(q_i-1)V_{ii}$ within a subshell and $q_iq_jV_{ij}$ between two, with

$$V_{ii}=F^0-\frac{2l+1}{4l+1}\sum_{k>0}w_kF^k,\qquad V_{ij}=F^0-\frac12\sum_kw_kG^k.$$

For p³ the $F^2$ coefficients are $-\frac{15}{25}$, $-\frac6{25}$ and $0$ for ⁴S, ²D and ²P, and their weighted mean is $-\frac6{25}$. The pair energies are now derived again from the probability of finding two electrons at a given angle from each other. No determinant is counted and no coefficient $c^k$ is needed.

### Symmetry fixes the weights

Let $a_a^\dagger$ create an electron in spin-orbital $a$ and let $a_a$ remove one. The repulsion operator is

$$W=\frac12\sum_{abcd}\langle ab|cd\rangle\,a_a^\dagger a_b^\dagger a_da_c,\qquad \langle ab|cd\rangle=\iint\frac{\varphi_a^*(1)\varphi_b^*(2)\varphi_c(1)\varphi_d(2)}{r_{12}}.$$

Its average over the configuration requires the averages of the operator products. A bar denotes the trace over the configuration divided by the number of states.

Multiply each spin-orbital by a phase factor of its own. The space of states of the configuration is mapped onto itself, so no average can change. The product $a_a^\dagger a_b^\dagger a_da_c$, however, acquires a phase unless the orbitals removed are the ones created. Every other average must vanish. Two arrangements survive: $c=a,\ d=b$ and, with a minus sign from exchanging the two annihilation operators, $c=b,\ d=a$.

Next, permute the spin-orbitals of one subshell among themselves. This also maps the configuration onto itself, so all pairs within the subshell have the same average $p$. Its value follows from a sum rule. With $n_a=a_a^\dagger a_a$ the occupation number,

$$\sum_{a\neq b}n_an_b=q(q-1)\quad\Rightarrow\quad N(N-1)\,p=q(q-1),$$

because $\sum_an_a=q$ and $n_a^2=n_a$ in every state. For two different subshells $\sum_{a\in i}\sum_{b\in j}n_an_b=q_iq_j$, and the common average is $q_iq_j/(N_iN_j)$. The weights of the first derivation are recovered from symmetry and the fixed number of electrons.

Symmetry and the fixed number of electrons have now given the pair weights again, without counting determinants. The pair energies $V_{ii}$ and $V_{ij}$ remain to be derived again, from the distribution of the angle between two electrons.
